# Vanishing Edge Second Derivative of the Kresse-Joubert Compensation Charge

## The spherical case

Take a spherical charge confined to $r\le r_c$ and built from two waves that both vanish at the edge:

$$g_0(r)=a_1\frac{\sin t}{t}+a_2\frac{\sin 2t}{2t},\qquad t=\frac{\pi r}{r_c}.$$

These are the functions $j_0(q_1r)$ and $j_0(q_2r)$ with $q_1r_c=\pi$ and $q_2r_c=2\pi$. At the edge the sines are zero, so only the derivative of each sine contributes to the slope. The first wave has slope $(\pi/r_c)\cos\pi/\pi=-1/r_c$. The second has slope $(2\pi/r_c)\cos 2\pi/(2\pi)=+1/r_c$. The total slope is $(a_2-a_1)/r_c$, and it vanishes if $a_1=a_2=a$. Since $\sin 2t=2\sin t\cos t$,

$$g_0(r)=a\,\frac{\sin t\,(1+\cos t)}{t}.$$

Put $t=\pi-\epsilon$. Then $\sin t=\sin\epsilon\approx\epsilon$ and $1+\cos t=1-\cos\epsilon\approx\epsilon^2/2$. The product starts at $\epsilon^3$. We asked for zero value and zero slope, and the second derivative vanished as well.

The reason can be seen in $u=r g_0$, which is a sum of two sines. The second derivative of each sine is a multiple of that sine, so it is zero at the edge. Hence $u''(r_c)=0$. But $u''=r g_0''+2g_0'$, and $g_0'(r_c)=0$, so $g_0''(r_c)=0$.

The constant $a$ follows from unit charge moment, $\int_0^{r_c}r^2g_0\,dr=1$. With $r=r_ct/\pi$ this reads

$$a\left(\frac{r_c}{\pi}\right)^3\int_0^\pi\left(t\sin t+\tfrac12 t\sin 2t\right)dt
=a\left(\frac{r_c}{\pi}\right)^3\left(\pi-\frac{\pi}{4}\right)=1,$$

because integration by parts gives $\int_0^\pi t\sin t\,dt=\pi$ and $\int_0^\pi t\sin2t\,dt=-\pi/2$. Therefore $a=4\pi^2/(3r_c^3)$.

## The general shape and its coefficients

In the PAW method, a compensation charge restores the multipole moments that the smooth pseudo charge lacks inside an augmentation sphere. The moments do not fix its radial form. For angular momentum $l$ the shape studied here is $g_l(r)Y_{lm}(\hat{\mathbf r})$, with

$$g_l(r)=a_1f_1(r)+a_2f_2(r),\qquad f_i(r)=j_l(q_ir)\qquad(r\le r_c),$$

and $g_l=0$ for $r>r_c$. The numbers $x_i=q_ir_c$ are two different positive zeros of $j_l$, with $x_1<x_2$. The conditions are

$$g_l'(r_c)=0,\qquad \int_0^{r_c}r^{l+2}g_l(r)\,dr=1.$$

Derivatives at $r_c$ are taken from inside. The claim is that $g_l''(r_c)=0$ for every $l=0,1,2,\dots$

Write $\lambda=l(l+1)$. The spherical Bessel equation for $f_i$ is

$$f_i''+\frac2r f_i'+\left(q_i^2-\frac{\lambda}{r^2}\right)f_i=0,
\quad\text{or}\quad (r^2f_i')'=(\lambda-q_i^2r^2)f_i. \tag{1}$$

Let $s_i=f_i'(r_c)=q_i\,j_l'(x_i)$. This slope is not zero. A solution of (1) with zero value and zero slope at $r_c$ would vanish identically, by uniqueness for a linear second-order equation.

The moment of $f_i$ can be found from (1) alone. The function $p=r^l$ satisfies $(r^2p')'=\lambda p$. Multiply (1) by $p$, and subtract $f_i$ times the equation for $p$:

$$\left[r^2(pf_i'-f_ip')\right]'=p(r^2f_i')'-f_i(r^2p')'=-q_i^2r^{l+2}f_i. \tag{2}$$

The terms $r^2p'f_i'$ from the product rule have cancelled. Integrate from $0$ to $r_c$. The bracket is zero at the origin, and $f_i(r_c)=0$, so

$$r_c^{l+2}s_i=-q_i^2\int_0^{r_c}r^{l+2}f_i\,dr. \tag{3}$$

The slope condition is $a_1s_1+a_2s_2=0$. Define $S=a_1s_1=-a_2s_2$. With (3), unit moment becomes

$$-r_c^{l+2}S\left(\frac1{q_1^2}-\frac1{q_2^2}\right)=1,
\qquad\text{so}\qquad
S=-\frac{q_1^2q_2^2}{(q_2^2-q_1^2)\,r_c^{l+2}}. \tag{4}$$

The coefficients are $a_1=S/s_1$ and $a_2=-S/s_2$. They exist and are unique because $q_1\ne q_2$ and $s_i\neq0$.

## First derivation: the radial equation at the edge

Evaluate (1) at $r_c$. The bracket, which is the one place where $q_i$ enters, multiplies $f_i(r_c)=0$. What remains is

$$f_i''(r_c)=-\frac{2}{r_c}f_i'(r_c). \tag{5}$$

The ratio of second derivative to slope is the same for both functions. Multiplying by $a_i$ and adding gives

$$g_l''(r_c)=-\frac{2}{r_c}\,g_l'(r_c)=0,$$

which is the claim. Unit moment was not used. It sets the scale of $g_l$ and excludes the solution $a_1=a_2=0$.

### The third derivative does not vanish

Differentiate (1) once:

$$f_i'''=-\frac2rf_i''+\frac2{r^2}f_i'-\left(q_i^2-\frac{\lambda}{r^2}\right)f_i'-\frac{2\lambda}{r^3}f_i.$$

In the sum over $i$, every term whose factor is independent of $q_i$ contains $g_l$, $g_l'$ or $g_l''$ at $r_c$, and these vanish. The term with $q_i^2$ survives:

$$g_l'''(r_c)=-\sum_i q_i^2a_is_i=-S(q_1^2-q_2^2)=S(q_2^2-q_1^2)
=-\frac{q_1^2q_2^2}{r_c^{l+2}}=-\frac{x_1^2x_2^2}{r_c^{l+6}}. \tag{6}$$

Outside the sphere the third derivative is zero, so it jumps at $r_c$. The truncated function has two continuous derivatives there and no more. With $\delta=r_c-r$, Taylor's formula gives, to leading order in $\delta$,

$$g_l\approx\frac{x_1^2x_2^2}{6\,r_c^{l+6}}\,\delta^3. \tag{7}$$

The sign is positive because $(r-r_c)^3=-\delta^3$. The law needs $q_2\delta$ small as well as $\delta/r_c$. For the tenth and twentieth zeros of $j_2$, the shape at $\delta/r_c=0.067$ is only a quarter of (7).

### What happens without the nodes

Zero value and zero slope of the sum do not suffice. Take any two functions $j_l(p_ir)$ with $p_1\ne p_2$, edge values $v_i$ and coefficients $b_i$, whose sum has zero value and zero slope at $r_c$, so that $b_1v_1=-b_2v_2=V$. In (1) the terms $2/r$ and $\lambda/r^2$ then drop out of the sum, leaving the second derivative $-\sum_i b_ip_i^2v_i=V(p_2^2-p_1^2)$. This vanishes only if $V=0$, that is, only if each of the two terms has its own node at $r_c$. For an explicit example, take $l\ge1$ and replace $q_i$ by $p_i=y_i/r_c$, where $y_1<y_2$ are two positive zeros of $j_l'$. Each function $F_i=j_l(p_ir)$ now has zero slope at the edge but a nonzero value $v_i$. Form $h=b_1F_1+b_2F_2$ and impose zero value, $b_1v_1=-b_2v_2=V$, and unit moment.

Equation (1) at the edge gives $F_i''(r_c)=-(p_i^2-\lambda/r_c^2)v_i$. The $\lambda$ terms cancel in the sum, and

$$h''(r_c)=-V(p_1^2-p_2^2)=V(p_2^2-p_1^2).$$

Identity (2) holds for $F_i$ too, with $p_i$ in place of $q_i$. Its edge term is now $-r_c^2v_i\,l\,r_c^{l-1}$, so the moment of $F_i$ is $l\,r_c^{l+1}v_i/p_i^2$. Unit moment of $h$ requires

$$l\,r_c^{l+1}V\,\frac{p_2^2-p_1^2}{p_1^2p_2^2}=1,
\qquad\text{hence}\qquad
h''(r_c)=\frac{p_1^2p_2^2}{l\,r_c^{l+1}}=\frac{y_1^2y_2^2}{l\,r_c^{l+5}}\neq0. \tag{8}$$

For $l=0$ the moments of both $F_i$ vanish, and no such normalised $h$ exists. That is why $l\ge1$ was taken.

## Second derivation: smoothness from the transform

The same result can be read from the behaviour of the charge at large wave number. Define

$$\tilde g_l(G)=\int_0^{r_c}r^2j_l(Gr)\,g_l(r)\,dr.$$

The function $w(r)=j_l(Gr)$ satisfies $(r^2w')'=(\lambda-G^2r^2)w$. Combining this with (1), as was done for (2), gives

$$\left[r^2(wf_i'-f_iw')\right]'=(G^2-q_i^2)\,r^2wf_i.$$

Integrate from $0$ to $r_c$. Both functions are regular at the origin, so the bracket vanishes there. At the edge $f_i=0$ removes the second term. Thus

$$\int_0^{r_c}r^2j_l(Gr)f_i\,dr=\frac{r_c^2\,j_l(Gr_c)\,s_i}{G^2-q_i^2}.$$

Multiply by $a_i$ and add. The slope condition makes the two numerators opposite:

$$\tilde g_l(G)=r_c^2j_l(Gr_c)\,S\left[\frac1{G^2-q_1^2}-\frac1{G^2-q_2^2}\right]
=\frac{r_c^2j_l(Gr_c)\,S\,(q_1^2-q_2^2)}{(G^2-q_1^2)(G^2-q_2^2)}.$$

By (4), $S(q_1^2-q_2^2)=q_1^2q_2^2/r_c^{l+2}$, and so

$$\tilde g_l(G)=\frac{q_1^2q_2^2\;j_l(Gr_c)}{r_c^{\,l}\,(G^2-q_1^2)(G^2-q_2^2)}. \tag{9}$$

At $G=q_i$ the numerator vanishes too, and the value is the limit, since the defining integral is continuous in $G$. For small $G$, $j_l(z)\approx z^l/(2l+1)!!$ gives $\tilde g_l\approx G^l/(2l+1)!!$, as unit moment requires.

For large $G$ the denominator supplies $G^{-4}$ and the Bessel function another $G^{-1}$. Hence $|\tilde g_l|$ is bounded by a constant times $G^{-5}$.

Now return to real space. Near the origin $f_i$ is $r^l$ times a power series in $r^2$, and $r^lY_{lm}$ is a polynomial in $x,y,z$. At $r_c$ the charge joins zero continuously. So $g_lY_{lm}$ is continuous everywhere. The plane-wave expansion in spherical harmonics gives its three-dimensional Fourier transform as $4\pi(-i)^l\,Y_{lm}(\hat{\mathbf G})\,\tilde g_l(G)$. This is absolutely integrable, because $G^2\,G^{-5}=G^{-3}$ at large $G$. Fourier inversion therefore holds at every point. The same expansion of the inverse plane wave gives the prefactor $(4\pi)^2/(2\pi)^3=2/\pi$:

$$g_l(r)=\frac2\pi\int_0^\infty G^2j_l(Gr)\,\tilde g_l(G)\,dG. \tag{10}$$

Differentiate (10) twice with respect to $r$, for $r$ in an interval around $r_c$ that stays away from the origin. Each derivative brings a factor $G$:

$$g_l''(r)=\frac2\pi\int_0^\infty G^4j_l''(Gr)\,\tilde g_l(G)\,dG. \tag{11}$$

The function $j_l(z)$ is a finite sum of sines and cosines times negative powers of $z$, beginning with $z^{-1}$. Differentiation preserves this form, so $j_l'$ and $j_l''$ are also bounded by a constant times $z^{-1}$ at large $z$. The integrand of (11) is then bounded by a constant times $G^4\,G^{-1}\,G^{-5}=G^{-2}$, with one constant for the whole interval. For the first derivative the bound is $G^{-3}$. At small $G$ all integrands are bounded. These integrable bounds justify differentiation under the integral, and they make $g_l''$ a continuous function of $r$ across $r_c$.

Outside the sphere $g_l=0$, so $g_l''=0$ there. By continuity $g_l''(r_c)=0$.

A third differentiation would raise the bound to $G^{-1}$, which is not integrable, and the argument stops. This alone does not prove a jump in the third derivative; equation (6) does.

## Numbers for one sphere

Take the round model value $r_c=1.5$ bohr and $l=2$. The first two zeros of $j_2$ are $x_1=5.76346$ and $x_2=9.09501$, so $x_1^2=33.217$, $x_2^2=82.719$ and $x_1^2x_2^2=2747.7$. Written with $x_i=q_ir_c$, equation (4) gives

$$S=-\frac{x_1^2x_2^2}{(x_2^2-x_1^2)\,r_c^{6}}
=-\frac{2747.7}{49.502\times11.391}=-4.873\ \text{bohr}^{-6}.$$

The two terms of the shape have slopes $-4.873$ and $+4.873$ bohr$^{-6}$ at the edge, with coefficients $a_1=7.661$ and $a_2=7.446$ bohr$^{-5}$. By (5) their second derivatives are these slopes times $-2/1.5$, which is $+6.497$ and $-6.497$ bohr$^{-7}$. They cancel. In the numerical check, which differentiates the shape directly, the remainder relative to one term is about $10^{-32}$, at the level of rounding in the 30-digit arithmetic.

The third derivative is $-2747.7/1.5^8=-107.2$ bohr$^{-8}$. At $r=1.4$ bohr the edge law (7) gives $107.2\times0.1^3/6=0.0179$ bohr$^{-5}$, while the full shape is $0.0187$ bohr$^{-5}$, larger than the law by 4.7 %. At $0.01$ bohr from the edge the excess is 0.65 %.

The shape without nodes, for the same $l$ and $r_c$, has $y_1=3.3421$ and $y_2=7.2899$. Equation (8) gives $h''(r_c)=593.6/(2\times1.5^7)=17.37$ bohr$^{-7}$, although its value and slope vanish at the edge.

For the transform at $G=1$ bohr$^{-1}$, quadrature gives $0.0624$ bohr$^{-2}$. The small-$G$ law gives $1/15=0.0667$ bohr$^{-2}$. At large $G$, (9) predicts that the crests of $G^5|\tilde g_2|$ approach $x_1^2x_2^2/r_c^7$. The check evaluates $G^5|\tilde g_2|$ at $Gr_c=11.5\pi\approx36$ and $21.5\pi\approx68$. These are extrema of the sine in the leading asymptotic form $j_2(z)\approx-\sin z/z$, and they lie slightly off the true maxima. There $G^5|\tilde g_2|$ exceeds the limit by 9.3 % and 2.5 % of the limit.

## What each derivation assumes

Both derivations need a node of each $f_i$ at $r_c$ and zero slope of the sum. Neither needs unit moment for the vanishing second derivative: another normalisation multiplies $S$, and with it $g_l$ and $\tilde g_l$, by a constant.

The first derivation is local. It uses the radial equation at one point and makes no use of the behaviour at the origin or outside the sphere. The term $\lambda/r^2$ could be replaced by any function finite at $r_c$, since it multiplies a zero. More than two functions could be added, each with a node, and (5) would still give $g''=-(2/r_c)g'$ at the edge. What the argument needs in common for all terms is the value at $r_c$, here $2/r_c$, of the coefficient of the first derivative.

The second derivation is global. It needs regularity at the origin, the extension by zero, the free radial equation that $j_l(Gr)$ shares with the $f_i$, and Fourier inversion. In return it shows how fast the plane-wave components of the charge fall off, which matters when the charge is represented with a finite set of plane waves. The $G^{-5}$ law is the limit for $G\gg q_2$. For $r_c=1.5$ bohr and $l=2$, where $q_2=6.06$ bohr$^{-1}$, the local maxima of $|\tilde g_2|$ near $G=8.9$, $11.2$ and $15.5$ bohr$^{-1}$ are about 2.0, 1.5 and 1.2 times $x_1^2x_2^2/(r_c^7G^5)$, so at such wave numbers the full expression (9) is the one to use.

The two conditions play separate roles in the transform. The nodes remove the edge term with $w'=G\,j_l'(Gr_c)$, which is larger than the retained one by a factor of order $G$. The slope condition cancels the leading $G^{-2}$ of the two fractions. For the shape $h$, which lacks the nodes, the term with $w'$ is the one that remains:

$$\tilde h(G)=-r_c^2\,G\,j_l'(Gr_c)\,V\left[\frac1{G^2-p_1^2}-\frac1{G^2-p_2^2}\right].$$

Its envelope falls as $G\,G^{-1}\,G^{-4}=G^{-4}$. The bound on the integrand for $h''$ is then $G^{-1}$, and continuity of $h''$ can no longer be concluded. This agrees with the local result (8), where $h''$ jumps at the edge.

## Calculated quantities

```
cutoff radius rc = 1.5 bohr
l = 0: x1 = 3.141593, x2 = 6.283185
  a1 = 3.899103 bohr^-3
  a2 = 3.899103 bohr^-3
  slope at rc, term 1 = -2.599402 bohr^-4
  slope at rc, term 2 = 2.599402 bohr^-4
  second derivative at rc, term 1 = 3.465869 bohr^-5
  second derivative at rc, term 2 = -3.465869 bohr^-5
  |sum| / |term 1| of second derivative = 9e-34
  third derivative at rc, from inside = -34.20676 bohr^-6
  g at r = 0.5, 1.0, 1.4 bohr: 4.8368, 0.806133, 0.00604166 bohr^-3
  g / cubic edge law at rc-r = 0.1, 0.01 bohr: 1.05973, 1.0066
l = 1: x1 = 4.493409, x2 = 7.725252
  a1 = 6.174978 bohr^-4
  a2 = 6.077806 bohr^-4
  slope at rc, term 1 = -4.018345 bohr^-5
  slope at rc, term 2 = 4.018345 bohr^-5
  second derivative at rc, term 1 = 5.357793 bohr^-6
  second derivative at rc, term 2 = -5.357793 bohr^-6
  |sum| / |term 1| of second derivative = 4e-32
  third derivative at rc, from inside = -70.52425 bohr^-7
  g at r = 0.5, 1.0, 1.4 bohr: 4.92793, 1.4317, 0.0123835 bohr^-4
  g / cubic edge law at rc-r = 0.1, 0.01 bohr: 1.05355, 1.00654
l = 2: x1 = 5.763459, x2 = 9.095011
  a1 = 7.661082 bohr^-5
  a2 = 7.445729 bohr^-5
  slope at rc, term 1 = -4.873093 bohr^-6
  slope at rc, term 2 = 4.873093 bohr^-6
  second derivative at rc, term 1 = 6.497457 bohr^-7
  second derivative at rc, term 2 = -6.497457 bohr^-7
  |sum| / |term 1| of second derivative = 3e-32
  third derivative at rc, from inside = -107.2119 bohr^-8
  g at r = 0.5, 1.0, 1.4 bohr: 3.67047, 1.8673, 0.0187103 bohr^-5
  g / cubic edge law at rc-r = 0.1, 0.01 bohr: 1.0471, 1.00648
counterexample, l = 2, terms with zero slope but no node at rc:
  y1 = 3.342094, y2 = 7.289932
  coefficient 1 = 3.03514 bohr^-5
  coefficient 2 = 6.671989 bohr^-5
  second derivative at rc = 17.37062 bohr^-7
transform for l = 2 at G = 1 bohr^-1 = 0.06240961 bohr^-2
transform for l = 2 at G = 5 bohr^-1 = 0.2741946 bohr^-2
transform for l = 2 at G = 12 bohr^-1 = 0.0006130601 bohr^-2
G^5 |transform| / its limit, l = 2, crests n = 10, 20: 1.09302, 1.02526
```
